# Why Elliott–Yafet Relaxation Keeps Resistivity Times Spin Diffusion Length Constant

**Question.** Adding scatterers to a metal raises its resistivity $\rho$ and shortens its spin diffusion length $\lambda$, the distance over which an injected spin imbalance decays. If each collision flips the spin with a fixed probability, why does the product $\rho\lambda$ stay the same, what sets its value, and what exactly must be held fixed?

## Spin memory is counted in collisions

Consider a nonmagnetic metal with inversion symmetry, so that its bands are spin degenerate and spins do not precess between collisions. The electrons that carry current sit at the Fermi surface and move with speed $v_F$. They collide elastically at a total rate $1/\tau$, and each collision sends them off in a random direction. With probability $p$ the collision also reverses the spin.

The origin of the flips is spin–orbit coupling. It mixes a little of the opposite spin into each Bloch state, so that even a potential that does not act on spin can connect states with opposite spin labels. The flip amplitude is then proportional to the same potential that deflects the electron. Spin relaxation by such collisions is called the Elliott–Yafet mechanism. A simple amplitude for scattering from direction $\hat{\mathbf k}$ to $\hat{\mathbf k}'$ that shows this is

$$A=V\left[1+i\eta\,\boldsymbol\sigma\cdot\mathbf c\right],\qquad \mathbf c=\hat{\mathbf k}\times\hat{\mathbf k}' ,$$

where $\boldsymbol\sigma$ are the Pauli matrices, $V$ is the scattering strength and $\eta$ is the relative strength of the spin–orbit part. Both are taken real and independent of angle. Acting on a spin-up electron,

$$A|\!\uparrow\rangle=V\left[(1+i\eta c_z)|\!\uparrow\rangle+i\eta(c_x+ic_y)|\!\downarrow\rangle\right].$$

The golden rule makes the rates proportional to squared amplitudes: $V^2(1+\eta^2c_z^2)$ without a flip and $V^2\eta^2(c_x^2+c_y^2)$ with one. For independent random directions, $\langle c^2\rangle=\langle\sin^2\theta\rangle=2/3$, where $\theta$ is the scattering angle. By symmetry each component contributes $2/9$. Hence

$$p=\frac{4\eta^2/9}{1+2\eta^2/3}=\frac{4\eta^2}{9+6\eta^2}.$$

The strength $V^2$ has cancelled. So has the density of scatterers, which multiplies both rates. More scatterers of this kind make collisions more frequent without making a single collision more dangerous to the spin. The same is true of stronger ones with the same $\eta$, as long as they remain weak enough for the golden rule to hold. The total rate depends on direction through $\sin^2\theta$, which is the same for $\hat{\mathbf k}'$ and $-\hat{\mathbf k}'$. The mean cosine of the scattering angle is therefore zero, and one collision is enough, on average, to erase the direction of motion.

Now follow the spin. A collision multiplies its mean value by $(1-p)(+1)+p(-1)=1-2p$. After $N$ collisions the mean is $(1-2p)^N\approx e^{-2pN}$ for small $p$. The memory lasts about $1/(2p)$ collisions, whatever the time between them.

In terms of time, let $N_\uparrow$ and $N_\downarrow$ be the numbers of electrons with each spin. Flips give

$$\frac{dN_\uparrow}{dt}=-\frac p\tau(N_\uparrow-N_\downarrow),\qquad \frac{dN_\downarrow}{dt}=+\frac p\tau(N_\uparrow-N_\downarrow).$$

Subtraction shows that the imbalance decays at the rate

$$\frac1{\tau_s}=\frac{2p}{\tau}.$$

The factor 2 appears because one flip changes the difference $N_\uparrow-N_\downarrow$ by two.

## From collisions to distance

Between collisions the electron travels a straight flight of length $s$, distributed exponentially with mean $l=v_F\tau$, the mean free path. For this distribution $\langle s^2\rangle=2l^2$. The displacement along $x$ is $s\cos\vartheta$, where $\vartheta$ is the angle to the $x$ axis, and $\langle\cos^2\vartheta\rangle=1/3$ for random directions. Successive flights are independent with zero mean, so the cross terms vanish and

$$\langle x^2\rangle=\frac{2Nl^2}{3}.$$

These $N$ flights take a mean time $t=N\tau$. Comparison with the diffusion law $\langle x^2\rangle=2Dt$ gives the diffusion constant

$$D=\frac{l^2}{3\tau}=\frac{v_F^2\tau}{3}.$$

A simulated walk shows both counting rules at work. With $p=0.02$, 25 flights and 200,000 walkers, the mean square displacement came out as $16.64\,l^2$, against $16.67\,l^2$ from the formula. The mean spin fell from 1 to 0.362, against $(0.96)^{25}=0.360$.

In a steady state, the spin imbalance $S(x)$ away from its source obeys

$$D\frac{d^2S}{dx^2}=\frac{S}{\tau_s}.$$

Its decaying solution is $e^{-x/\lambda}$ with $\lambda^2=D\tau_s$. Inserting the two results,

$$\lambda^2=\frac{l^2}{3\tau}\,\frac{\tau}{2p}=\frac{l^2}{6p},\qquad \lambda=\frac{l}{\sqrt{6p}}.$$

The time $\tau$ has cancelled except through $l$. The electron has a fixed number of steps before its spin is forgotten, so the distance it covers is a fixed multiple of the step length.

## The resistivity supplies the inverse length

For electron density $n$, mass $m$ and charge $-e$, the resistivity is

$$\rho=\frac{m}{ne^2\tau}=\frac{mv_F}{ne^2l}.$$

This expression has the same form in Gaussian units and in SI; the numbers below are in SI-based units. For a spherical Fermi surface of radius $k_F$, $mv_F=\hbar k_F$ and $n=k_F^3/3\pi^2$. Therefore

$$\rho l=\frac{\hbar k_F}{e^2}\,\frac{3\pi^2}{k_F^3}=\frac{3\pi^2\hbar}{e^2k_F^2}.$$

Multiplying by $\lambda/l=1/\sqrt{6p}$ gives

$$\boxed{\rho\lambda=\frac{3\pi^2\hbar}{e^2k_F^2}\,\frac1{\sqrt{6p}}}$$

The first factor belongs to the Fermi surface, the second to the character of one collision. Neither contains the collision rate. Halving $\tau$ doubles $\rho$ and halves $\lambda$.

It may seem that $\lambda$ should vary as $\sqrt\tau$, since $D\propto\tau$. That would hold if $\tau_s$ were fixed. Here a shorter $\tau$ reduces both factors in $D\tau_s$: the electron diffuses more slowly and also has less time. The square root of two factors of $\tau$ is one factor of $\tau$.

## Does the result depend on the diffusion approximation?

Diffusion assumes that the imbalance changes little over one mean free path. The Boltzmann equation removes this assumption. Let $g(x,\mu)$ be the difference between the spin-up and spin-down distributions for electrons moving at angle cosine $\mu$ to the $x$ axis, and let $\bar g=\tfrac12\int_{-1}^{1}g\,d\mu$. Electrons leave a direction at rate $1/\tau$. They arrive from all directions, with spin kept with probability $1-p$ and reversed with probability $p$. In the difference between the two spins, arrival carries the weight $(1-p)-p=1-2p$:

$$v_F\mu\frac{\partial g}{\partial x}=-\frac{g-(1-2p)\bar g}{\tau}.$$

Try $g=G(\mu)e^{-x/\lambda}$ and define $\kappa=l/\lambda$. After multiplication by $\tau$, the equation becomes

$$-\kappa\mu G=-G+(1-2p)\bar G,\qquad\text{so}\qquad G=\frac{(1-2p)\bar G}{1-\kappa\mu}.$$

Averaging both sides over $\mu$ and dividing by $\bar G$ gives

$$1=(1-2p)\,\frac12\int_{-1}^{1}\frac{d\mu}{1-\kappa\mu}=(1-2p)\frac{\operatorname{artanh}\kappa}{\kappa}.$$

The function $\operatorname{artanh}\kappa/\kappa$ rises from 1 to infinity as $\kappa$ goes from 0 to 1, so there is one root for each $p$ between 0 and $1/2$. It depends on $p$ alone. Thus $\lambda/l$ remains independent of $\tau$ even when diffusion is a poor description.

For small $p$, expand both sides of $\operatorname{artanh}\kappa/\kappa=1/(1-2p)$:

$$\frac{\kappa^2}{3}+\frac{\kappa^4}{5}+\dots=2p+4p^2+\dots$$

The leading order is $\kappa^2=6p$. Writing $\kappa^2=6p+\alpha p^2$, the terms of order $p^2$ give $\alpha/3+36/5=4$, so $\alpha=-9.6$ and $\kappa^2=6p(1-1.6p)$. Hence

$$\lambda=\frac{l}{\sqrt{6p}}\left(1+0.8p+\dots\right).$$

A scaling argument explains why such details cannot bring $\tau$ back. Suppose the whole collision operator has the form $\hat C/\tau$, where $\hat C$ describes how directions and spins are redistributed and does not change. Measuring distance in units of $l$ removes $\tau$ from the steady-state equation without a field, so $\lambda$ equals $l$ times a number fixed by $\hat C$. The response to a uniform field is proportional to $\tau$, so $\rho$ is proportional to $1/l$.

This covers a simplification made above. For the amplitude $A$, the flip probability depends on the incoming direction (it is twice as large along the spin axis as at right angles to it), and collisions can also rotate spin currents. The use of one average $p$ ignores both. They belong to $\hat C$ and are fixed by $\eta$, so they can alter the constant but not its independence of $\tau$. The change is of relative order $p$. With the full spin structure of $A$ kept, the correction $0.8p$ becomes about $1.5p$ to $1.6p$, depending on the direction of the spin relative to the direction of decay. At $\eta=1$, $\lambda/l$ is about 1.17 instead of 1.03.

## What has to stay fixed

**The mixture of scatterers.** Let two kinds of collision, both of which send the electron off in a random direction, occur at rates $r_1$ and $r_2$, with flip probabilities $p_1$ and $p_2$. The total rate is $r_1+r_2$ and the flip rate is $r_1p_1+r_2p_2$, so the formula holds with

$$p_{\rm eff}=\frac{r_1p_1+r_2p_2}{r_1+r_2}.$$

If $p_1=p_2$, adding the second kind leaves $\rho\lambda$ unchanged. If not, $\rho\lambda$ moves from the value set by $p_1$, when the first kind dominates, to that set by $p_2$, when the second does. If the second kind is added to a fixed amount of the first, the change begins with the first addition and levels off only when the second kind dominates. Heating a metal can have this effect, because phonons and impurities need not share the same $p$.

**The angular pattern.** Suppose that collisions favour forward directions, with mean cosine $\gamma$. A collision then removes on average only the fraction $1-\gamma$ of the momentum, and the momentum relaxation time is $\tau_{\rm tr}=\tau/(1-\gamma)$. This time replaces $\tau$ in $\rho$ and, to leading order in $p$, in $D$. The spin lifetime $\tau/(2p)$ still counts all collisions. At fixed $\tau$ and $p$,

$$\rho\propto1-\gamma,\qquad \lambda\propto\frac1{\sqrt{1-\gamma}},\qquad \rho\lambda\propto\sqrt{1-\gamma}.$$

If $\gamma$ stays the same while $\tau$ varies, the product is still constant. If $\gamma$ varies, the quantity to hold fixed is the number of flips per momentum relaxation time, $p/(1-\gamma)$, which must also be small for these proportionalities to hold. In practice $p$ and $\gamma$ need not be independent. In the amplitude $A$ the flip rate, averaged over directions, is proportional to $\tfrac23\eta^2\sin^2\theta$ and vanishes in the forward direction. If $V$ favours small angles at fixed $\eta$, then $p$ falls together with $1-\gamma$. Since $\sin^2\theta\le2(1-\cos\theta)$, the ratio $p/(1-\gamma)$ cannot exceed $4\eta^2/3$, three times its value for small $\eta$ and constant $V$. The product then falls by at most the factor $1/\sqrt3$.

**The link between spin lifetime and collisions.** If some other process fixes $\tau_s$, and $\tau$ is much shorter than $\tau_s$ so that the motion is diffusive, then $\lambda=\sqrt{D\tau_s}\propto\tau^{1/2}$ and $\rho\lambda\propto\tau^{-1/2}$.

A further contrast arises in crystals without inversion symmetry, where spins precess between collisions at a rate $\Omega$ about an axis that depends on the direction of motion. For $\Omega\tau\ll1$, each flight turns the spin by a small random angle of order $\Omega\tau$. The squared angles add, giving $1/\tau_s\sim(\Omega\tau)^2/\tau=\Omega^2\tau$. This is the D'yakonov–Perel mechanism. Then $D\tau_s\sim v_F^2/\Omega^2$ does not depend on $\tau$, and $\rho\lambda$ grows in proportion to $\rho$.

**The Fermi surface.** Alloying that changes the electron density changes $k_F$, and with it the first factor of the boxed result.

## Numbers for a copper-like metal

Take $n=8.5\times10^{22}\ \mathrm{cm^{-3}}$, the free-electron mass and $p=10^{-3}$. In the amplitude model this $p$ corresponds to $\eta=0.0475$. The spin survives about $1/(2p)=500$ collisions.

The density gives $k_F=(3\pi^2n)^{1/3}=13.60\ \mathrm{nm^{-1}}$ and $v_F=\hbar k_F/m=1.575$ nm/fs. The Fermi-surface factor is $\rho l=0.6574\ \mathrm{f\Omega\,m^2}$, and the collision factor is $1/\sqrt{0.006}=12.91$. Their product is

$$\rho\lambda=0.6574\times12.91\ \mathrm{f\Omega\,m^2}\approx8.49\ \mathrm{f\Omega\,m^2}\approx849\ \mathrm{\mu\Omega\,cm\,nm}.$$

For three collision times, with $\lambda$ taken from the numerical root of the Boltzmann condition:

| $\tau$ (fs) | $\rho$ (µΩ cm) | $l$ (nm) | $\tau_s$ (ps) | $\lambda$ (nm) |
|---|---|---|---|---|
| 20 | 2.09 | 31.5 | 10.0 | 407 |
| 10 | 4.17 | 15.7 | 5.0 | 203 |
| 5 | 8.35 | 7.9 | 2.5 | 102 |

In the first row, $l=1.575\times20=31.5$ nm and $\tau_s=20\ \mathrm{fs}/0.002=10$ ps. The root gives $\lambda/l=12.92$, hence $\lambda=407$ nm. All three rows give $\rho\lambda=8.49\ \mathrm{f\Omega\,m^2}$. Within the single-$p$ model, the diffusion formula underestimates $\lambda$ by about 0.08 %, as the correction $0.8p$ predicts. For the full amplitude $A$ the figure is about 0.15 %.

The product has a direct meaning in a spin device. Let a long wire that extends from $x=0$ to positive $x$ carry a spin imbalance injected at its end $x=0$, with a difference $\Delta\mu=\Delta\mu_0e^{-x/\lambda}$ between the electrochemical potentials of the two spins. Each spin carries half the conductivity, so $j_\sigma=(1/2\rho e)\,d\mu_\sigma/dx$. The magnitude of the spin current density at the injector, $j_s=|j_\uparrow-j_\downarrow|$, is therefore $\Delta\mu_0/(2e\rho\lambda)$, and

$$\frac{\Delta\mu_0/e}{j_s}=2\rho\lambda\approx17\ \mathrm{f\Omega\,m^2}.$$

This is the area resistance that the long wire presents to spin injection, and it is the same in all three rows. Transmission over a given distance is not. At 200 nm from the injector, the remaining fraction of the imbalance is $e^{-200/407}=0.61$ for $\tau=20$ fs but $e^{-200/102}=0.14$ for $\tau=5$ fs. A constant $\rho\lambda$ does not make a dirtier wire an equally good spin channel.

The ways of breaking constancy can be sized from the 20 fs case:

- Adding a second scatterer at an equal rate with $p_2=4\times10^{-3}$ gives $p_{\rm eff}=2.5\times10^{-3}$. The product falls by the factor $\sqrt{1/2.5}=0.63$, to about $5.4\ \mathrm{f\Omega\,m^2}$.
- A mean scattering cosine of 0.3, at fixed $\tau$ and $p$, multiplies the product by $\sqrt{0.7}=0.84$.
- Reducing $\tau$ to 5 fs while holding $\tau_s$ at 10 ps doubles the product, since $\sqrt{20/5}=2$.

## How this compares with real copper

The first row lies near ordinary copper at room temperature, whose resistivity is roughly 2 µΩ cm and whose spin diffusion length is roughly a few hundred nanometres. The last row is far more resistive than good copper and stands for a heavily disordered film. The value $p=10^{-3}$ is a round choice of the right size, not a measured constant.

The assumption most at risk in a real wire is that of a single $p$. Phonons, impurities, grain boundaries and surfaces all scatter, and each may flip spins with its own probability. In a film of thickness $d$ an electron meets a surface at the rate $v_F/2d$. If each encounter flips the spin with probability $p_s$, surface flips occur at about $p_sl/(2pd)$ times the bulk rate. Surfaces therefore matter when $d$ is not much larger than $(p_s/p)\,l$, which can far exceed $l$ (about 31 nm in the cleanest case). They also bring $\tau$ back through $l/d$. For specular surfaces with $p_s=0.01$ and $d=300$ nm, the product is about $6.9\ \mathrm{f\Omega\,m^2}$ at $\tau=20$ fs and $8.0\ \mathrm{f\Omega\,m^2}$ at $\tau=5$ fs. The mixture above shows that adding, at an equal collision rate, a scatterer with four times the original $p$ lowers $\rho\lambda$ by more than a third.

Copper's Fermi surface is also not a sphere, so the first factor of the boxed result is only an estimate for it. A simple example shows how the band velocity enters. It is not a model of copper, whose cubic symmetry gives the same conductivity in every direction. Let the mass along the current be 20 % larger, with the density of states, Fermi energy, $\tau$ and $p$ held fixed. At fixed energy the mean square velocity along the current falls by the factor 1.2, and so does $D$. The conductivity is $e^2$ times the density of states times $D$, so $\rho\propto1/D$, while $\lambda\propto\sqrt D$. The product rises by $\sqrt{1.2}$, or about 10 %. It still does not depend on $\tau$.

Other parameters that control neglected effects are small. At 300 K the thermal energy is 0.4 % of the Fermi energy. The ratio $1/(k_Fl)$, which must be small for electrons to be treated as particles between collisions, is 0.9 % even at $\tau=5$ fs. A current density of $10^7\ \mathrm{A/cm^2}$ gives a drift speed $j/(ne)=7.3$ m/s. During 10 ps the electrons drift 0.07 nm, about $2\times10^{-4}$ of the 407 nm diffusion length.

A product that stays constant as the resistivity changes is therefore what this mechanism predicts for one dominant kind of scatterer whose $p$ and angular pattern stay fixed, or for several kinds that share the same fixed $p$ and angular pattern. A product that changes does not by itself rule out Elliott–Yafet relaxation, because a changing mixture has the same effect.
